# Two identical photons: ranks 0 and 2, circular versus linear light

## 1. What symmetry fixes

Let an atom absorb two photons from one beam with complex unit polarization vector \(\mathbf e\), \(\mathbf e^*\cdot\mathbf e=1\). In the electric-dipole approximation each absorption contributes one factor \(\mathbf e\), so the amplitude is linear in the products \(e_ae_b\), and the rate is linear in \(e_ae_be_c^*e_d^*\).

If the initial level is unpolarized and all final magnetic substates are counted, the atom offers no preferred direction. The coefficients then form an isotropic tensor of rank four, a combination of \(\delta_{ab}\delta_{cd}\), \(\delta_{ac}\delta_{bd}\) and \(\delta_{ad}\delta_{bc}\). The first gives \(|\mathbf e\cdot\mathbf e|^2\), the other two give \((\mathbf e\cdot\mathbf e^*)^2=1\). Hence
\[
W(\mathbf e)=\alpha+\beta\,|\mathbf e\cdot\mathbf e|^2 .
\]
The product \(\mathbf e\cdot\mathbf e\), without complex conjugation, has modulus 1 for linear light and is 0 for circular light.

Take first an atom without spin. For S→S the amplitude is a scalar. The available scalar is \(\mathbf e\cdot\mathbf e\), so \(\alpha=0\) and circular light gives nothing. For S→D the amplitude is carried by the traceless part of \(e_ae_b\), which fixes \(\beta/\alpha=-1/3\) and the ratio \(1/(1-1/3)=3/2\). The following sections derive these statements with their constants and conditions.

## 2. The two-photon coupling

Take the field and interaction
\[
\mathbf E(t)=E_0\,\mathrm{Re}\,[\mathbf e\,e^{-i\omega t}],\qquad V=-\mathbf D\cdot\mathbf E(t).
\]
The time average of \(\mathbf E^2\) is \(E_0^2/2\) for every unit \(\mathbf e\), so a plane wave has intensity \(I=\varepsilon_0cE_0^2/2\). Equal \(E_0\) therefore means equal intensity for linear and circular light.

The absorbing part of \(V\) is \(-(E_0/2)(\mathbf e\cdot\mathbf D)e^{-i\omega t}\). With \(\Delta_k=E_k-E_i-\hbar\omega\), the first-order equation for an intermediate state \(k\) is
\[
i\hbar\,\dot c_k=-\frac{E_0}{2}(\mathbf e\cdot\mathbf D)_{ki}\,e^{i\Delta_kt/\hbar}.
\]
For a field switched on slowly, its integral is
\[
c_k=\frac{E_0}{2}\frac{(\mathbf e\cdot\mathbf D)_{ki}}{\Delta_k}\,e^{i\Delta_kt/\hbar},
\]
because integration divides by \(i\Delta_k/\hbar\) and \(i\hbar\cdot i\Delta_k/\hbar=-\Delta_k\). Inserting this in the equation for \(c_f\) gives
\[
i\hbar\,\dot c_f=-\frac{E_0^2}{4}\sum_k\frac{(\mathbf e\cdot\mathbf D)_{fk}(\mathbf e\cdot\mathbf D)_{ki}}{\Delta_k}\,e^{i(E_f-E_i-2\hbar\omega)t/\hbar}.
\]
At two-photon resonance the exponential is 1. The prefactor is then an effective coupling,
\[
V_{\rm eff}=-\frac{E_0^2}{4}\,e_ae_b\langle f|\Theta_{ab}|i\rangle,\qquad
\Theta_{ab}=D_aGD_b,\qquad G=\sum_k\frac{|k\rangle\langle k|}{\Delta_k},
\]
with repeated Cartesian indices summed. Since \(E_0^2/4=I/(2\varepsilon_0c)\),
\[
|V_{\rm eff}|=\frac{I}{2\varepsilon_0c}\,\bigl|e_ae_b\langle f|\Theta_{ab}|i\rangle\bigr| .
\]

For weak excitation the rate is proportional to \(|V_{\rm eff}|^2\), with the same line-shape factor for every polarization. Below, \(W\) denotes \(|e_ae_b\langle f|\Theta_{ab}|i\rangle|^2\), averaged over initial and summed over final substates; ratios of \(W\) are ratios of rates. No \(\Delta_k\) may be close to zero, otherwise the intermediate level is really populated and its width matters.

## 3. Why rank 1 is absent

All substates \(M_k\) of a free-atom level share one \(\Delta_k\), so \(G\) is a rotational scalar and \(\Theta_{ab}\) is a Cartesian tensor of second order. In general it contains ranks 0, 1 and 2, rank 1 being its antisymmetric part.

Let the two photons first have different polarizations and frequencies. Either may be absorbed first, and \(G\) depends on the frequency of the first one. The sum of the two orders is
\[
e_{1a}e_{2b}\,\bigl[\Theta_{ab}(\omega_2)+\Theta_{ba}(\omega_1)\bigr].
\]
With the antisymmetric part \(\Theta^{A}_{ab}=(\Theta_{ab}-\Theta_{ba})/2\), the bracket contains \(\Theta^A_{ab}(\omega_2)-\Theta^A_{ab}(\omega_1)\). This vanishes for \(\omega_1=\omega_2\), whatever the polarizations. If instead \(\mathbf e_1=\mathbf e_2\), rank 1 vanishes at any frequencies, because \(\mathbf e\times\mathbf e=0\). Identical photons satisfy both conditions.

The frequency condition was tested on a \(J=\tfrac12\to J=\tfrac12\) transition through spin-orbit split P levels, with crossed linear polarizations. The amplitude norm is below \(10^{-12}\) at equal frequencies and 0.021 at unequal ones, in model units.

## 4. The weights of ranks 0 and 2

Split the symmetric product into its trace and a traceless remainder:
\[
e_ae_b=\frac{\mathbf e\cdot\mathbf e}{3}\delta_{ab}+Q_{ab},\qquad Q_{aa}=0 .
\]
The squared norm of the first part is
\[
N_0=\frac{|\mathbf e\cdot\mathbf e|^2}{9}\,\delta_{ab}\delta_{ab}=\frac{|\mathbf e\cdot\mathbf e|^2}{3}.
\]
For the second part,
\[
N_2=\sum_{ab}|Q_{ab}|^2=1-\frac23|\mathbf e\cdot\mathbf e|^2+\frac{3}{9}|\mathbf e\cdot\mathbf e|^2=1-\frac{|\mathbf e\cdot\mathbf e|^2}{3}.
\]
The 1 is \(\sum|e_a|^2|e_b|^2\); the middle term collects the two cross terms.

For linear light \(N_0=1/3\) and \(N_2=2/3\). For circular light, \(\mathbf e=-(\hat x+i\hat y)/\sqrt2\), one has \(\mathbf e\cdot\mathbf e=(1+i^2)/2=0\), so \(N_0=0\) and \(N_2=1\). Circular light thus puts its whole weight into rank 2.

## 5. S to S

Let \(\mathbf D=-e\mathbf r\), with \(e\) the elementary charge, and \(\mathbf n=\mathbf r/r\). From an S state the first photon leads to P states. All radial information sits in
\[
\mathcal R_P=\sum_k\frac{e^2\langle f|r|k\rangle\langle k|r|i\rangle}{\Delta_k},
\]
summed over P levels including the continuum, with radial integrals in the numerator. The angular factor is the average of \((\mathbf e\cdot\mathbf n)^2\) over directions. Since \(\overline{n_an_b}=\delta_{ab}/3\),
\[
e_ae_b\langle f|\Theta_{ab}|i\rangle=\frac{\mathbf e\cdot\mathbf e}{3}\,\mathcal R_P,\qquad
W_{SS}=\frac{|\mathbf e\cdot\mathbf e|^2}{9}\,\mathcal R_P^2 .
\]
This vanishes for circular light. In terms of angular momentum, \(\mathbf e\cdot\mathbf D\propto D_x+iD_y\) raises \(M\) by 1, so two such photons raise it by 2, while an S state without spin has \(M=0\).

With electron spin, \(J=\tfrac12\to J=\tfrac12\) still cannot accommodate \(\Delta M=2\), so fine structure does not lift the prohibition for these levels. It does for \(J\ge1\): \({}^3S_1\to{}^3S_1\) accommodates \(\Delta M=2\), and spin-orbit splitting of the P levels gives it a weak rank-2 amplitude (a circular-to-linear rate ratio near \(10^{-4}\) when the spin-orbit constant is one eighth of \(\Delta_k\)). In the same way \({}^3S_1\to{}^3D_1\) acquires a small rank-0 part and its ratio falls slightly below 3/2. Hyperfine splitting of the P levels likewise opens \(F=1\to F=1\) very weakly.

The prohibition holds when both photons have the same circular polarization vector. If the beams are opposed and have equal helicity, the second polarization is \(\mathbf e_2=(\hat x-i\hat y)/\sqrt2\) and
\[
\mathbf e_1\cdot\mathbf e_2=-\tfrac12(1-i^2)=-1 .
\]
One photon from each beam then drives S→S with the full factor \(|\mathbf e_1\cdot\mathbf e_2|^2=1\), while two photons from the same beam remain ineffective. Two co-propagating photons of opposite handedness have the same pair of vectors and are also allowed.

## 6. S to D

After two absorptions the angular function is
\[
(\mathbf e\cdot\mathbf n)^2=\frac{\mathbf e\cdot\mathbf e}{3}+Q_{ab}n_an_b .
\]
The constant is the S part and the remainder is the D part. Summing over the five D substates gives the squared norm of the D part:
\[
W_{SD}=\mathcal R_P^2\,Q_{ab}Q^*_{cd}\,\overline{n_an_bn_cn_d},\qquad
\overline{n_an_bn_cn_d}=\frac{\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}}{15}.
\]
The factor 15 follows from setting \(a=b\), \(c=d\) and summing: the left side is 1 and the numerator is \(9+3+3\). The first term drops out because \(Q\) is traceless, and the other two are equal because \(Q\) is symmetric:
\[
W_{SD}=\frac{2}{15}\,\mathcal R_P^2\Bigl(1-\frac{|\mathbf e\cdot\mathbf e|^2}{3}\Bigr).
\]
Linear light gives \(4\mathcal R_P^2/45\) and circular light gives \(2\mathcal R_P^2/15\), so
\[
\frac{W_{\rm circ}}{W_{\rm lin}}=\frac{2/15}{4/45}=\frac32 .
\]

Elliptical light connects the limits. For \(\mathbf e=\hat x\cos\chi+i\hat y\sin\chi\), \(\mathbf e\cdot\mathbf e=\cos^2\chi-\sin^2\chi=\cos2\chi\). Relative to linear light, the S→S rate is \(\cos^22\chi\) and the S→D rate is \((3-\cos^22\chi)/2\). At \(\chi=30^\circ\) these are 0.25 and 1.375. Near circular polarization, \(\chi=45^\circ-\delta\), the S→S rate is \(\sin^22\delta\approx4\delta^2\) with \(\delta\) in radians: a small departure from circular polarization opens the forbidden line quadratically.

## 7. Any pair of levels

Use spherical components \(e_{\pm1}=\mp(e_x\pm ie_y)/\sqrt2\), \(e_0=e_z\), so that \(\mathbf e\cdot\mathbf D=\sum_q(-1)^qe_qD_{-q}\). Couple two vectors by
\[
\{ab\}^K_q=\sum_{q_1q_2}\langle1q_1\,1q_2|Kq\rangle a_{q_1}b_{q_2}.
\]
Inverting this for \(e_{q_1}e_{q_2}\) and using \(\langle1q_1\,1q_2|Kq\rangle=(-1)^K\langle1\,{-q_1}\,1\,{-q_2}|K\,{-q}\rangle\) gives
\[
(\mathbf e\cdot\mathbf D)G(\mathbf e\cdot\mathbf D)=\sum_{Kq}(-1)^{K+q}\{ee\}^K_q\,\Theta^K_{-q},\qquad \Theta^K_q=\{DGD\}^K_q .
\]
The change from Cartesian to spherical components is unitary, so \(\sum_q|\{ee\}^K_q|^2=N_K\), with \(N_1=0\).

The Wigner–Eckart theorem in the convention
\[
\langle J_fM_f|\Theta^K_q|J_iM_i\rangle=(-1)^{J_f-M_f}\begin{pmatrix}J_f&K&J_i\\-M_f&q&M_i\end{pmatrix}R_K
\]
isolates the dependence on \(M_i,M_f\). Summing products of two 3j symbols over \(M_i\) and \(M_f\) gives \(\delta_{KK'}\delta_{qq'}/(2K+1)\). Interference between ranks disappears, and
\[
W=\frac{1}{2J_i+1}\bigl[N_0A_0+N_2A_2\bigr],\qquad A_0=|R_0|^2,\quad A_2=\frac{|R_2|^2}{5}.
\]
Inserting the weights of Section 4,
\[
\frac{W_{\rm circ}}{W_{\rm lin}}=\frac{A_2}{A_0/3+2A_2/3}=\frac{3A_2}{A_0+2A_2}\le\frac32 ,
\]
with equality when \(A_0=0\) and \(A_2\ne0\). The orthogonality step needs the unpolarized initial level and the complete sum over \(M_f\). With a polarized initial level, ranks can interfere and the ratio depends on the preparation.

## 8. A case with both ranks: P to P

Spinless P→P runs through S and D levels, with radial sums \(\mathcal R_S\) and \(\mathcal R_D\) defined like \(\mathcal R_P\).

For circular light the one possible path is \(M=-1\to0\to+1\). Both the first step from \(Y_{1,-1}\) and the second step into \(Y_{11}\) involve the function \(u=(1-n_z^2)/2\), and the amplitude is \(-3\) times the average of \(u^2\), split into its S and D parts. With \(\overline u=1/3\) and \(\overline{u^2}=2/15\), the S part is \(1/9\) and the D part is \(2/15-1/9=1/45\). Thus
\[
A_2=\Bigl(\frac{\mathcal R_S}{3}+\frac{\mathcal R_D}{15}\Bigr)^2 ,
\]
since \(W_{\rm circ}=A_2/3\) is this squared amplitude divided by three initial substates.

For rank 0, \(\Theta^0_0=-\Theta_{aa}/\sqrt3\). Its reduced element is \(\sqrt3\) times its diagonal element for \(L=1\), so \(A_0\) is the square of the diagonal element of \(\Theta_{aa}\). Because \(n_an_a=1\), the S and D fractions add to 1. The S fraction is \(\sum_a|\langle Y_{00}|n_a|Y_{10}\rangle|^2=1/3\), hence
\[
A_0=\Bigl(\frac{\mathcal R_S}{3}+\frac{2\mathcal R_D}{3}\Bigr)^2 .
\]

## 9. Hydrogen

The numbers below are for nonrelativistic hydrogen with a fixed point nucleus and no spin. Fine structure, the Lamb shift, recoil, light shifts and ionization by a third photon are left out. Amplitudes are in units of \(e^2a_0^2/E_h=1.6488\times10^{-41}\ \mathrm{C^2\,m^2/J}\), with \(a_0\) the Bohr radius and \(E_h\) the hartree. The chosen intensity is \(10^{10}\ \mathrm{W/m^2}\), for which \(E_0=2.745\times10^6\ \mathrm{V/m}\).

**1s→2s** (two photons of 243.0 nm). The radial sum has magnitude 23.561, so the linear amplitude is \(23.561/3=7.854\). The coupling is
\[
\frac{|V_{\rm eff}|}{h}=\frac{(2.745\times10^6)^2}{4h}\times7.854\times1.6488\times10^{-41}=3.68\times10^5\ \mathrm{Hz}.
\]
For circular light it is zero. At this intensity the omitted effects are larger than the coupling: the differential light shift is about 1.7 MHz and the photoionization width of 2s is about 1.2 MHz. The number therefore gives the coupling strength, not an observable Rabi oscillation.

**1s→3d** (two photons of 205.0 nm). With radial sum 19.732, the amplitudes are
\[
\text{linear: }\sqrt{\tfrac{4}{45}}\times19.732=5.883,\qquad
\text{circular: }\sqrt{\tfrac{2}{15}}\times19.732=7.205 .
\]
The couplings are \(2.757\times10^5\) and \(3.377\times10^5\) Hz. The ratio of amplitudes is \(\sqrt{3/2}\), and that of rates is 1.500.

**Unresolved n = 3.** In this model 3s and 3d coincide. The 3s amplitude is 2.141 for linear light and zero for circular light, so
\[
\frac{W_{\rm circ}}{W_{\rm lin}}=\frac{7.205^2}{2.141^2+5.883^2}=1.325 .
\]
The value 3/2 thus needs the D line to be resolved from the S line. The figure 1.325 is a ratio of line-integrated rates, valid when the excitation is broad compared with both lines. The natural width of 3d is about ten times that of 3s, so narrow-band light at the common line center weights the 3s term ten times more and gives about 0.64.

**2p→3p.** Here \(A_0=4.269\times10^5\) and \(A_2=578\) in squared amplitude units, and the ratio is \(3A_2/(A_0+2A_2)=0.0040\). Circular light is weaker by a factor of about 250. To see why, write \(s=\mathcal R_S/3\) and \(d=\mathcal R_D/15\). Then \(|s+10d|=653\) and \(|s+d|=24\). Subtraction gives \(|d|\) between 69 and 76 for either choice of relative sign. As \(|s+d|\) is smaller than \(|d|\), \(s\) and \(d\) have opposite signs: the S and D paths partly cancel in rank 2, while rank 0 weights \(d\) ten times more.

## 10. A check in time, and the limits of validity

The perturbative result was tested by propagating a ten-state model (S, P, upper S, D) in the full real field, counter-rotating terms included. For linear light the final populations are \(1.065\times10^{-3}\) in the upper S state and \(8.52\times10^{-4}\) in D; for circular light they are \(2.5\times10^{-12}\) and \(1.285\times10^{-3}\). The three resonant populations (both linear values and the circular D value) agree with \((|V_{\rm eff}|t/\hbar)^2\) to within 1 percent. The D ratio is 1.507, about 0.5 percent above 3/2. The origin of this residual difference was not examined.

The tiny S population has a clear reading. In a frame rotating with the circular field, the Hamiltonian is static and each level is shifted by \(-M\hbar\omega\). The D state with \(M=2\) becomes degenerate with the initial S state, whereas the upper S state stays a full \(2\hbar\omega\) away. It receives a nonresonant admixture, with no resonant growth. The field is switched on suddenly, so the admixture also carries transients of the P states, which lie at \(1.6\hbar\omega\) and \(3.6\hbar\omega\) in this frame. The population oscillates mainly at \(0.4\omega\), the beat between the nearer P state and the upper S state, with weaker components at \(1.6\omega\), \(2\omega\) and \(3.6\omega\). All these phases recur after five field periods, and the run of 1000 periods ends close to a minimum. The final value \(2.5\times10^{-12}\) is therefore about a hundred times smaller than the mean population late in the run, \(2.5\times10^{-10}\).

An external field that splits the intermediate substates makes \(G\) anisotropic, and the separation by rank no longer holds. If that field lies along the beam, \(M\) is still a good label and \(\Delta M=2\) still forbids S→S for circular light (for \(J\le\tfrac12\) and no nuclear spin); the ratio 3/2 is no longer guaranteed. The remaining computed values are in the numerical output.

## Calculated quantities

```
Rank norms N0, N1, N2 of e e (dimensionless)
  linear  : 0.333333 0.000000 0.666667
  circular: 0.000000 0.000000 1.000000
Intensity: 1.000e+10 W/m^2
Field amplitude E0: 2.7449e+06 V/m
Amplitude unit e^2 a0^2/Eh: 1.64878e-41 C^2 m^2/J
Hydrogen amplitudes in e^2 a0^2/Eh; couplings |V_eff|/h in Hz
1s-2s: photon wavelength 243.005 nm
  |radial sum| 23.56097 e^2 a0^2/Eh
  amplitude linear 7.85366, circular 0.00000 e^2 a0^2/Eh
  coupling linear 3.68111e+05, circular 0.00000e+00 Hz
1s-3s: photon wavelength 205.035 nm
  |radial sum| 6.42185 e^2 a0^2/Eh
  amplitude linear 2.14062, circular 0.00000 e^2 a0^2/Eh
  coupling linear 1.00333e+05, circular 0.00000e+00 Hz
1s-3d: photon wavelength 205.035 nm
  |radial sum| 19.73209 e^2 a0^2/Eh
  amplitude linear 5.88297, circular 7.20514 e^2 a0^2/Eh
  coupling linear 2.75742e+05, circular 3.37714e+05 Hz
1s-3d rate ratio circular/linear: 1.500000
1s to unresolved n=3, rate ratio: 1.32462
2p-3p: A0 426933.7988, A2 577.7807 (e^2 a0^2/Eh)^2
2p-3p rate ratio circular/linear: 0.00405
Elliptical light, rates relative to linear: chi, S-S, S-D
   0 deg  1.00000  1.00000
  15 deg  0.75000  1.12500
  30 deg  0.25000  1.37500
  45 deg  0.00000  1.50000
Opposed equal helicities, S-S |e1.e2|^2: 1.000000
Spin-orbit model, crossed linear photons, J=1/2 to 1/2 (model units)
  amplitude norm, equal frequencies below 1e-12: True
  amplitude norm, unequal frequencies: 0.02136
Time propagation of the ten-state model, final populations
  linear  : upper S 1.0654e-03, D 8.5228e-04
  circular: upper S 2.5e-12, D 1.2845e-03
  D ratio circular/linear: 1.5071
```
